# Midpoint linearization of the inversion charge in charge-sheet transistor models

In a silicon transistor with a 4 nm oxide, biased at 1.2 V on the gate and 0.3 V on the drain, the inversion charge is 0.446 μC/cm² at the midpoint surface potential and 0.300 μC/cm² at the drain. The charge is far from uniform, yet a current computed from the charge and its slope at that one midpoint is 39.53 μA, against 39.55 μA from the full charge-sheet integral. The difference is 0.057 % of the latter. This appendix derives the one-point formula, its error and its limits. The numerical output follows the text.

## 1. Charge as a function of surface potential

The device is a long n-channel transistor with a uniformly doped p-type body of acceptor density $N$. The coordinate $x$ runs from source ($x=0$) to drain ($x=L$), and $z$ runs into the body. Potentials are measured from the neutral body; $\phi(z)$ is the potential at depth $z$ and $\psi=\phi(0)$ the surface potential. $G$ is the gate-body voltage minus the flat-band voltage, $C$ the oxide capacitance per area, $\phi_t=kT/e$, and $\epsilon_s$ the permittivity of silicon.

In the gradual-channel approximation the field varies much faster with $z$ than with $x$, so Poisson's equation is solved in depth at each $x$. With Boltzmann statistics the hole density is $Ne^{-\phi/\phi_t}$ and the electron density is

$$n=N\exp\frac{\phi-2\phi_F-V}{\phi_t},\qquad \phi_F=\phi_t\ln\frac{N}{n_i}.$$

Here $n_i$ is the intrinsic density, and $V$ is the electron quasi-Fermi potential relative to the body, taken constant in depth. At the channel ends $V$ equals the source-body and drain-body voltages. Poisson's equation reads

$$\frac{d^2\phi}{dz^2}=\frac{eN}{\epsilon_s}\left[1-e^{-\phi/\phi_t}+e^{(\phi-2\phi_F-V)/\phi_t}\right].$$

Multiply by $2\,d\phi/dz$ and integrate from the neutral body, where potential and field vanish, to the surface. The three terms give $\psi$, $\phi_t(e^{-\psi/\phi_t}-1)$ and an electron term. For $\psi$ of several $\phi_t$ the hole exponential at the surface is negligible, as is the electron term at its lower limit. The surface field $F_s$ then obeys

$$F_s^2=\frac{2eN}{\epsilon_s}\left[\psi-\phi_t+\phi_t e^{(\psi-2\phi_F-V)/\phi_t}\right].$$

Gauss's law at an interface without trapped charge gives $\epsilon_sF_s=C(G-\psi)$. With the body factor $\gamma=\sqrt{2e\epsilon_sN}/C$,

$$(G-\psi)^2=\gamma^2\left[\psi-\phi_t+\phi_t e^{(\psi-2\phi_F-V)/\phi_t}\right].\tag{1}$$

This equation fixes the two end potentials $\psi_0$ and $\psi_L$.

The charge-sheet approximation treats the electrons as a layer with no potential drop across it. Just below the layer the field is that of the depleted body alone, which is $F_s$ without the electron term. The body charge therefore has magnitude $Q_b=C\gamma\sqrt{\psi-\phi_t}$. Subtracting it from the total $C(G-\psi)$ leaves the magnitude of the inversion charge,

$$q(\psi)=C\left[G-\psi-\gamma\sqrt{\psi-\phi_t}\right].\tag{2}$$

Since $G$ is the same along the channel, $q$ depends on $x$ through $\psi$ alone.

## 2. Drift plus diffusion

The conventional electron current density in the $+x$ direction is $-e\mu n\,d\phi/dx+eD\,dn/dx$. Count the terminal current $I$ as positive from drain to source, which reverses both signs. Integrate over depth and over the width $W$, with $q=e\int n\,dz$, constant mobility $\mu$ and the Einstein relation $D=\mu\phi_t$:

$$I=\mu W\left(q\frac{d\psi}{dx}-\phi_t\frac{dq}{dx}\right).\tag{3}$$

Towards the drain $\psi$ rises and $q$ falls, so both terms are positive. In steady state, without recombination or gate leakage, $I$ does not depend on $x$. Integration from $0$ to $L$ gives

$$\frac{IL}{\mu W}=\int_{\psi_0}^{\psi_L}q\,d\psi+\phi_t(q_0-q_L).\tag{4}$$

This is the charge-sheet current against which the linearization is judged.

## 3. The tangent at the midpoint

Define

$$\Delta=\psi_L-\psi_0,\qquad \psi_m=\frac{\psi_0+\psi_L}{2},\qquad q_m=q(\psi_m).$$

Differentiating (2) at the midpoint gives the slope:

$$\alpha=-\frac1C\left.\frac{dq}{d\psi}\right|_{\psi_m}=1+\frac{\gamma}{2\sqrt{\psi_m-\phi_t}}.$$

Now replace $q$ by its tangent, $q_t=q_m-\alpha C(\psi-\psi_m)$. With $\delta=\psi-\psi_m$, the drift integral is

$$\int_{-\Delta/2}^{\Delta/2}(q_m-\alpha C\delta)\,d\delta=q_m\Delta,$$

because the term odd in $\delta$ integrates to zero over a symmetric interval. The end charges are $q_m\pm\alpha C\Delta/2$, with the plus sign at the source, so their difference is $\alpha C\Delta$ and diffusion contributes $\phi_t\alpha C\Delta$. Both contributions carry the factor $\Delta$:

$$\boxed{I=\mu\frac WL\left(q_m+\alpha C\phi_t\right)(\psi_L-\psi_0)}\tag{5}$$

For the tangent charge this is the exact solution of (3); for the charge (2) it is an approximation. As a test, (3) was integrated along the channel with the tangent charge and the current (5), starting from $\psi_0$ at the bias of the opening paragraph. It reached $\psi_L$ to within $2\times10^{-9}$ V.

The fraction $\alpha C\phi_t/(q_m+\alpha C\phi_t)$ is the share of diffusion in the product. It is a share of the whole-channel integral, and the local share varies with position.

## 4. What the tangent leaves out

Let $a^2=\psi_0-\phi_t$, $b^2=\psi_L-\phi_t$ and $m^2=\psi_m-\phi_t$, with positive roots. Then $\Delta=b^2-a^2$ and $2m^2=a^2+b^2$. The true drift integral is

$$\int_{\psi_0}^{\psi_L} q\,d\psi=C\left[(G-\psi_m)\Delta-\frac{2\gamma}{3}(b^3-a^3)\right],$$

while $q_m\Delta=C[(G-\psi_m)\Delta-\gamma m\Delta]$. The true end-charge difference is $C[\Delta+\gamma(b-a)]$, while the tangent gives $C[\Delta+\gamma\Delta/(2m)]$. Subtracting (5) from (4) therefore yields the deficit

$$I_{\rm sheet}-I=\mu C\frac WL\,\gamma\left\{\left[m\Delta-\frac23(b^3-a^3)\right]+\phi_t\left[b-a-\frac{\Delta}{2m}\right]\right\}.\tag{6}$$

Take $\Delta>0$. The first bracket is positive because the square root is concave and lies below its tangent, whose integral is $m\Delta$. For the second, $b-a=\Delta/(a+b)$, and $(a+b)^2<2(a^2+b^2)=4m^2$ when $a\ne b$, so $b-a>\Delta/(2m)$. For the same end potentials, the product thus lies below the charge-sheet current.

The size follows from the expansion

$$\sqrt{m^2+\delta}=m+\frac{\delta}{2m}-\frac{\delta^2}{8m^3}+\frac{\delta^3}{16m^5}-\dots$$

The integral of $\delta^2$ over the interval is $\Delta^3/12$, so the drift bracket begins with $\Delta^3/(96m^3)$. In $b-a$ the odd terms survive doubled, and the cubic one gives $2(\Delta/2)^3/(16m^5)=\Delta^3/(64m^5)$. Together,

$$I_{\rm sheet}-I\simeq\mu C\frac WL\,\frac{\gamma\Delta^3}{96m^3}\left(1+\frac{3\phi_t}{2m^2}\right).\tag{7}$$

The higher even coefficients of the square root are all negative and the higher odd ones all positive, so every later term adds to the deficit. The series converges because $a^2>0$ means $\Delta/2<m^2$. Hence (7) is a lower bound on the deficit, and (6) should be used when a guaranteed value is needed. In a test on 200 random pairs, with $\psi_0$ between 0.4 and 1.2 V and $\Delta$ between 0.1 and 0.8 V, (6) agreed with quadrature to one part in $10^6$ of the deficit. Both brackets were positive and (7) lay below the deficit in each case.

## 5. Why the midpoint and not the source

A tangent drawn at the source, with slope factor $\alpha_0$, gives by the same integration

$$I_s=\mu\frac WL\left[(q_0+\alpha_0C\phi_t)\Delta-\frac{\alpha_0C\Delta^2}{2}\right].$$

Its neglected drift term is $q''\Delta^3/6$, against $q''\Delta^3/24$ for the midpoint, where $q''=C\gamma/[4(\psi-\phi_t)^{3/2}]$. The leading drift error is four times larger; for a 20 mV span centred at 1.10 V the computed ratio is 4.03. In diffusion, the true difference is $q_0-q_L=\alpha_0C\Delta-q''\Delta^2/2+\dots$, so the source tangent overestimates it already at second order. The two errors have opposite signs and partly cancel in the forward current.

They do not cancel when source and drain are exchanged. Formula (5) is odd under this exchange, since $q_m$ and $\alpha$ stay the same and $\Delta$ changes sign. For the source tangent, the sum of forward and exchanged currents, divided by $\mu W/L$, is

$$(q_0-q_L)\Delta-\frac{(\alpha_0+\alpha_L)C\Delta^2}{2}+(\alpha_0-\alpha_L)C\phi_t\Delta .$$

Here $\alpha_L$ is the slope factor at the drain. Because $q_0-q_L$ is the integral of $C\alpha$, the first two terms are $\Delta$ times the error of the trapezoid rule, $-C\alpha''\Delta^3/12$ to leading order. In the last term $(\alpha_0-\alpha_L)C\simeq q''\Delta$. The sum is therefore

$$\phi_tq''\Delta^2-\frac{C\alpha''\Delta^4}{12}+\dots,\qquad \alpha''=\frac{3\gamma}{8m^5}.$$

At the bias of the opening paragraph the two terms amount to 0.049 and −0.016 μA, which add to 0.033 μA. The computed currents are 39.483 μA forward and −39.450 μA exchanged, and their sum is also 0.033 μA. A transistor with identical ends must give zero here. The residue matters in circuits whose drain-source voltage passes through zero. When the two ends are driven symmetrically about a fixed bias relative to gate and body, the true characteristic is odd, and the residue adds a spurious even part. With the source tied to the body the characteristic is not odd in the first place.

## 6. Evaluating the formula

1. Compute $G$, $\gamma$, $\phi_t$ and $\phi_F$.
2. Solve (1) for $\psi_0$ and $\psi_L$, using the source-body and drain-body values of $V$. For $\psi<G$ the left side minus the right side falls steadily with $\psi$, so there is at most one root. An upper bracket is the potential without electrons, where $G-\psi=\gamma\sqrt{\psi-\phi_t}$:

$$\sqrt{\psi_{\max}-\phi_t}=-\frac\gamma2+\sqrt{\frac{\gamma^2}{4}+G-\phi_t}.\tag{8}$$

   In deep saturation the electron term can fall below rounding error, so the bracket should be widened slightly, for instance by $10^{-9}$ V.
3. Evaluate $\psi_m$, $q_m$ and $\alpha$, then (5). If an error estimate is wanted, evaluate (6).

The example has $W=L=10$ μm, $\mu=300$ cm²/Vs, $N=5\times10^{17}$ cm⁻³ and $T=300$ K. Then $C=0.8633$ μF/cm², $\gamma=0.4719$ V$^{1/2}$ and $\phi_t=25.85$ mV. The gate is n⁺ polysilicon with its Fermi level at the conduction-band edge. For a gap of 1.12 V this puts the flat-band voltage at $-(0.56+\phi_F)=-1.018$ V. The source is tied to the body.

**Moderate drain bias.** With 1.2 V on the gate, $G=2.2183$ V. Equation (1) gives $\psi_0=1.0530$ V and $\psi_L=1.3317$ V, so $\Delta=0.27869$ V and $\psi_m=1.1924$ V. Then $m=\sqrt{1.1924-0.02585}=1.0801$ V$^{1/2}$, and

$$\alpha=1+\frac{0.4719}{2\times1.0801}=1.218,$$

$$q_m=0.8633\,(2.2183-1.1924-0.4719\times1.0801)=0.4456\ \mu\text{C/cm}^2 .$$

The diffusion term is $\alpha C\phi_t=0.0272$ μC/cm². Since $W/L=1$,

$$I=300\times(0.4456+0.0272)\times0.27869=39.53\ \mu\text{A}.$$

Diffusion supplies 5.8 % of the product. The deficit (6) is 22.7 nA, of which 21.9 nA comes from drift; the estimate (7) gives 22.6 nA.

## 7. Saturation and weak inversion

**Saturation.** As $V$ grows at the drain, the electron term in (1) vanishes and $\psi_L$ approaches the value (8). Then $\Delta$, and with it the current, stops growing. At 1.8 V on the drain, $\psi_L=1.6221$ V and $\Delta=0.5690$ V; lowering the drain voltage to 1.5 V changes $\psi_L$ by less than 1 μV. The product is

$$I=300\times(0.2937+0.0269)\times0.5690=54.7\ \mu\text{A},$$

which is 0.30 % below the charge-sheet value. Relative to the moderate bias, $\Delta^3$ is 8.5 times larger and $m^3$ is 1.19 times larger, so by (7) the absolute deficit should grow about sevenfold. It grows from 22.7 to 162 nA.

The tangent charge at the drain is now −0.0025 μC/cm², while (2) gives zero to the printed digits. The curve (2) is convex, so its tangent lies below it and can cross zero first. The tangent must not be used as the local drain charge. The transport solution behind (5) stays regular as long as $q_t+\alpha C\phi_t$ is positive at the drain, and here that sum is $0.0269-0.0025=0.0244$ μC/cm².

**Weak inversion.** Write the total charge as $q+Q_b$ and use (1) for its square. Subtracting $Q_b^2$ gives

$$q(q+2Q_b)=C^2\gamma^2\phi_t e^{(\psi-2\phi_F-V)/\phi_t}.$$

When $q\ll Q_b$ this reduces to

$$q\simeq\frac{C\gamma\phi_t}{2\sqrt{\psi-\phi_t}}\,e^{(\psi-2\phi_F-V)/\phi_t}.\tag{9}$$

Deep in weak inversion $q$ is also far below $\alpha C\phi_t$, the stronger condition in this example, where $\alpha C\phi_t$ is less than a tenth of $Q_b$. For a lightly doped body under a thin oxide the order can reverse (at $10^{15}$ cm⁻³ and 2 nm, $\alpha C\phi_t$ is about $3Q_b$), so both conditions must be checked. By (2), $\psi$ then lies below the value (8) by only about $q/(\alpha C)\ll\phi_t$, so the surface potential is nearly uniform. Since $\alpha C\Delta\simeq q_0-q_L$, the product becomes $I\simeq\mu(W/L)\phi_t(q_0-q_L)$, which is pure diffusion.

With 0.2 V on the gate and 0.3 V on the drain, $\Delta$ is only 0.0658 mV. The bracket in (5) is 0.02833 μC/cm², of which diffusion makes up 99.9 %, and the current is $300\times0.02833\times6.58\times10^{-5}=5.59\times10^{-4}$ μA. The small factor is $\Delta$, so the root solver sets the accuracy: an error of 1 μV in $\Delta$ changes the current by 1.5 %. Where such precision is unavailable, take $\psi$ from (8), obtain $q_0$ and $q_L$ from (9), and set $\Delta\simeq(q_0-q_L)/(\alpha C)$. This is a leading-order result for $q\ll Q_b$, which (9) requires, and $q\ll\alpha C\phi_t$, which keeps the shift of $\psi$ from (8) small compared with $\phi_t$.

## 8. Errors of the underlying model

The charge-sheet approximation can be removed, while keeping the gradual channel and Boltzmann carriers, by the Pao–Sah double integral

$$I=\mu\frac WL\int_0^{V_D}dV\int\frac{e\,n(\phi,V)}{F(\phi,V)}\,d\phi ,$$

where $V_D$ is the drain voltage and $F$ the depth-directed field at potential $\phi$. It gives currents 2.2 %, 2.2 % and 1.8 % above the charge-sheet values at the moderate, saturated and weak biases. The linearization error is much smaller than this, so improving the tangent alone would close only a small part of the gap to the Pao–Sah current: about 12 % of it in saturation and less at the other two biases.

The example corresponds to a long test transistor in a 1.8 V class bulk silicon process; its oxide thickness, doping and mobility are rough typical values. Working transistors of such a process are much shorter, about 0.18 μm, and there the constant-mobility, long-channel picture breaks. Suppose that for $d\psi/dx>0$ the mobility falls as $\mu/[1+(\mu/v_s)\,d\psi/dx]$, with saturation velocity $v_s$. Multiplying (3) by the denominator and integrating replaces $L$ by $L+\mu\Delta/v_s$. With $v_s=10^7$ cm/s and the moderate-bias end potentials held fixed, $\mu\Delta/(v_sL)$ is 0.008 for 10 μm but 0.46 for 0.18 μm. The short-channel current is then about 32 % below the value from (5) for the same $L$. This figure depends strongly on the assumed law: with $\mu/\sqrt{1+[(\mu/v_s)\,d\psi/dx]^2}$, often used for electrons, the reduction at the same end potentials is about 10 %. The length over which the drain field penetrates, estimated as $\sqrt{(\epsilon_s/\epsilon_{ox})\,t_{ox}d}$ with oxide permittivity $\epsilon_{ox}$, oxide thickness $t_{ox}$ and depletion depth $d$, is 25 nm. That is 14 % of the short channel, so two-dimensional corrections are needed there as well.

Other omissions affect the long device too:

- **Confinement.** A triangular-well subband sum with silicon's anisotropic masses, at the weak-bias surface field of 0.35 MV/cm, lowers the electron charge as much as a 57 mV drop in $\psi$ would. At fixed gate voltage and flat-band voltage this divides the weak-inversion current by $e^{56.8/25.85}\approx9$; in the curved potential of the depletion layer, rather than a triangular well, the factor is about 8.4. The equivalent gate shift is 72 mV. Applied unchanged at the moderate bias with $\Delta$ fixed, it would remove $300\times0.8633\times0.279\times0.072\approx5$ μA. This underestimates the loss, because the surface field is higher there. A self-consistent Schrödinger–Poisson solution with the same masses, a hard wall at the oxide and Fermi–Dirac filling gives 32.0 μA, about 7.5 μA below (5); that figure includes degeneracy.
- **Gate depletion.** For a gate doping of $10^{20}$ cm⁻³ about 30 mV drops in the gate at the source end at the moderate bias, and less towards the drain. At fixed end potentials this costs about 2 μA.
- **Degeneracy.** At the moderate bias the classical surface density at the source is 3.6 times the effective density of states, so Boltzmann statistics fail there. If all electrons sat in the lowest subband, $D/(\mu\phi_t)$ would be 1.5 at the source filling. Using that factor for the whole diffusion term raises the current by 3 % at fixed end potentials, but the end potentials move too, and the net effect has the opposite sign. In the classical double integral with Fermi–Dirac statistics, $\psi_0$ rises by 12 mV and $\psi_L$ by 6 mV, the charge falls, and at fixed terminal voltages the current drops by about 2 %.
- **Mobility variation.** With a rough law $\mu\propto F_{\rm eff}^{-0.3}$, where $F_{\rm eff}=(Q_b+q/2)/\epsilon_s$, the mobility at the moderate bias is 4 % higher at the drain than at the source.
- **Temperature.** At 358 K, with $\mu\propto T^{-1.5}$, the gap held at 1.12 V, and the resulting changes in $n_i$ and flat-band voltage included, the moderate-bias current is 31.2 μA, or 0.79 of its 300 K value. The mobility alone would give 0.77.

The source-end oxide field at the moderate bias is 2.9 MV/cm, below the rough breakdown level of 10 MV/cm. A rough estimate of the tunnelling current through the whole gate, uncertain by an order of magnitude or more, lies many orders of magnitude below even the weak-inversion current.

For compact-model use, (5) preserves source-drain symmetry and covers diffusion and drift in one expression. Quantum shifts and gate depletion should enter through the surface-potential equation, and velocity saturation through the transport law. That law must keep the symmetry too. The form used above holds only for $\psi_L>\psi_0$; putting $|d\psi/dx|$ in its denominator makes the current odd under exchange again, but leaves a jump in its second derivative at $\Delta=0$. The square-root law is odd and has no such jump. A fitted change of $\alpha$ would hide these effects and lose its meaning as the slope of the charge.

## Values computed for the example and the checks

```
oxide 4.0 nm, doping 5.0e+17 cm^-3, ni 1.0e+10 cm^-3
W 10 um, L 10 um, mobility 300 cm2/Vs, T 300 K
Cox 0.8633 uF/cm2, gamma 0.4719 V^0.5, phit 25.852 mV
2*phiF 0.9166 V, flat-band voltage -1.0183 V
mu*W/L 300.0 cm2/Vs
[moderate] VG 1.20 V, VD 0.30 V, G 2.2183 V
  psi_0 1.053047 V, psi_L 1.331738 V, midpoint 1.192393 V
  difference 278.691131 mV, alpha 1.21847
  q_mid 0.445622 uC/cm2, alpha*Cox*phit 0.027193 uC/cm2
  diffusion share of product 5.751 %
  I product 39.5308 uA, charge sheet 39.5535 uA
  Pao-Sah 40.4164 uA, Pao-Sah/charge sheet 1.0218
[saturated] VG 1.20 V, VD 1.80 V, G 2.2183 V
  psi_0 1.053047 V, psi_L 1.622062 V, midpoint 1.337554 V
  difference 569.014647 mV, alpha 1.20603
  q_mid 0.293731 uC/cm2, alpha*Cox*phit 0.026916 uC/cm2
  diffusion share of product 8.394 %
  I product 54.7358 uA, charge sheet 54.898 uA
  Pao-Sah 56.0954 uA, Pao-Sah/charge sheet 1.0218
[weak] VG 0.20 V, VD 0.30 V, G 1.2183 V
  psi_0 0.802355 V, psi_L 0.802421 V, midpoint 0.802388 V
  difference 0.065797 mV, alpha 1.26777
  q_mid 3.6006e-05 uC/cm2, alpha*Cox*phit 0.028294 uC/cm2
  diffusion share of product 99.873 %
  I product 0.000559197 uA, charge sheet 0.000559197 uA
  Pao-Sah 0.000569031 uA, Pao-Sah/charge sheet 1.0176
[moderate] deficit 0.0573 % of charge-sheet current
  drift 21.931 nA, diffusion 0.732 nA, leading term 22.599 nA
  drain charge: sheet 0.29979, tangent 0.29905 uC/cm2
[saturated] deficit 0.2955 % of charge-sheet current
  drift 157.533 nA, diffusion 4.713 nA, leading term 160.747 nA
  drain charge: sheet 0.00000, tangent -0.00248 uC/cm2
source tangent, moderate: forward 39.48315 uA, exchanged -39.44989 uA
drift error, source/midpoint tangent, 20 mV span: 4.028
channel integration end error: tangent 1.4e-09 V, full 9.6e-10 V
Neglected effects (moderate bias unless stated)
mu*difference/(vsat*L): 0.0084 at 10 um, 0.464 at 0.18 um (vsat 1e+07 cm/s)
2D field length 25.0 nm; over L: 0.0025 at 10 um, 0.139 at 0.18 um
effective field: source 0.685, drain 0.594 MV/cm
mobility ratio drain/source, field^-0.3 law: 1.0435
classical surface density/Nc at source: 3.58 (Nc 2.74e+19 cm^-3)
D/(mu*phit), all charge in lowest subband: 1.518
  resulting current change at fixed end potentials: 2.98 %
confinement, weak bias: field 0.347 MV/cm, psi shift 56.8 mV, gate shift 72.1 mV
gate depletion drop 30.5 mV (gate doping 1e+20 cm^-3)
oxide field 2.913 MV/cm, oxide voltage 1.1652 V
tunnelling estimate 1.6e-11 A/cm2, whole gate 1.6e-17 A (barrier 3.1 eV, mass 0.4 m_e)
at 358 K: mobility 230.1 cm2/Vs, I 31.2420 uA, ratio 0.7903
```
